# At most two tie-line switches for constant nonzero reaction heat capacity: test program

```python
"""
Result under test: for a reaction between four condensed phases of a ternary
system with constant nonzero heat-capacity change K, the reaction free energy
   G(T) = H0 + K (T-T0) - T [S0 + K ln(T/T0)]      (products minus reactants)
has at most two zeros for T > 0. With Tstar = T0 exp(-S0/K) and
eta = (K T0 - H0)/(K Tstar) there are two zeros exactly when 0 < eta < 1.
The stable tie line switches at each simple zero.
H0, S0: reaction enthalpy and entropy at T0. Energies: J per mole of reaction.
Example: 4 MN + 11 Si = 4 MSi2 + Si3N4 (M a metal), round model parameters.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, linprog, minimize_scalar
from scipy.special import lambertw

R = const.R
T0, H0, S0, K = 300.0, -8000.0, -20.0, 20.0
T_MELT = 1690.0            # rough melting temperature of silicon, K
ATOMS = 19                 # atoms in the reaction as written
rng = np.random.default_rng(7)


def g_closed(T, h0=H0, s0=S0, k=K):
    return h0 + k * (T - T0) - T * (s0 + k * np.log(T / T0))


def g_definition(T, h0=H0, s0=S0, cp=lambda t: K):
    """Free energy by numerical integration of the heat-capacity change."""
    enthalpy = h0 + quad(cp, T0, T, epsabs=1e-10)[0]
    entropy = s0 + quad(lambda t: cp(t) / t, T0, T, epsabs=1e-12)[0]
    return enthalpy - T * entropy


def sign_changes(values):
    return int(np.sum(np.sign(values[1:]) != np.sign(values[:-1])))


# --- closed form and curvature against the definition
for T in (150.0, 420.0, 900.0, 1600.0):
    assert abs(g_closed(T) - g_definition(T)) < 1e-5
    step = 2.0
    curvature = (g_definition(T + step) - 2 * g_definition(T)
                 + g_definition(T - step)) / step**2
    assert abs(curvature / (-K / T) - 1) < 1e-3

# --- number of zeros on T > 0 for random parameters, both signs of K
counts = {0: 0, 1: 0, 2: 0}
for _ in range(500):
    k = rng.choice([-1, 1]) * rng.uniform(5, 40)
    s0 = k * rng.uniform(-1.5, 1.5)
    h0 = k * rng.uniform(-2000, 2000)
    t_star = T0 * np.exp(-s0 / k)
    eta_r = (k * T0 - h0) / (k * t_star)
    if abs(eta_r - 1) < 1e-3 or abs(eta_r) < 1e-3:
        continue               # too near a border for a finite grid
    found = sign_changes(g_closed(np.geomspace(1e-6, 1e3, 4001) * t_star,
                                  h0, s0, k))
    expected = 2 if 0 < eta_r < 1 else (0 if eta_r > 1 else 1)
    assert found == expected
    counts[found] += 1
assert min(counts.values()) > 0

# --- criterion for two switches inside a finite window
window = np.linspace(300.0, 1600.0, 4001)
two_in_window = 0
for _ in range(1000):
    k = rng.choice([-1, 1]) * rng.uniform(5, 40)
    s0, h0 = rng.uniform(-40, 40), rng.uniform(-20000, 20000)
    t_star = T0 * np.exp(-s0 / k)
    s = np.sign(k)
    top = s * g_closed(t_star, h0, s0, k)
    if abs(top) < 1.0:
        continue               # nearly touching: not resolved by the grid
    values = g_closed(window, h0, s0, k)
    criterion = (s * values[0] < 0 and s * values[-1] < 0
                 and window[0] < t_star < window[-1] and top > 0)
    assert (sign_changes(values) == 2) == bool(criterion)
    two_in_window += int(criterion)
assert two_in_window > 0

# --- worked example: zeros from the definition, then from Lambert's function
Tstar = T0 * np.exp(-S0 / K)
eta = (K * T0 - H0) / (K * Tstar)


def switches(f):
    return brentq(f, 300.0, Tstar), brentq(f, Tstar, T_MELT)


T1, T2 = switches(g_definition)
x_low = -eta / lambertw(-eta / np.e, -1).real
x_high = -eta / lambertw(-eta / np.e, 0).real
assert abs(x_low * Tstar - T1) < 1e-5 and abs(x_high * Tstar - T2) < 1e-5
peak = minimize_scalar(lambda T: -g_definition(T), bounds=(400, 1300),
                       method="bounded", options={"xatol": 1e-6})
dome = -peak.fun
assert abs(peak.x - Tstar) < 0.05
identric = np.exp((T2 * np.log(T2) - T1 * np.log(T1)) / (T2 - T1) - 1)
dome_from_zeros = K * (identric - T1 * T2 * np.log(T2 / T1) / (T2 - T1))
assert abs(identric - peak.x) < 0.05 and abs(dome_from_zeros - dome) < 1e-3

# --- a touching zero gives no switch
H_touch = -K * (Tstar - T0)
assert np.max(g_closed(np.linspace(100, 3000, 5001), H_touch)) < 1e-8

# --- tie lines: null vector of compositions, then energy minimization
# columns MN, Si, MSi2, Si3N4; rows M, Si, N
comp = np.array([[1, 0, 1, 0], [0, 1, 2, 3], [1, 0, 0, 4]])
null = sp.Matrix(comp.tolist()).nullspace()
assert len(null) == 1
vec = np.array([float(v) for v in null[0]])
vec = vec / vec[3]
assert np.allclose(vec, [-4, -11, 4, 1])
stable_pair = {}
for T in (350.0, 800.0, 1400.0):
    g_mn, g_si, g_msi2 = -200.0, -5.0, -100.0      # arbitrary, kJ/mol
    g_nitride = g_closed(T) / 1000 + 4 * g_mn + 11 * g_si - 4 * g_msi2
    pairs = set()
    for _ in range(20):
        total = comp @ rng.uniform(0.5, 2.0, 4)
        res = linprog([g_mn, g_si, g_msi2, g_nitride], A_eq=comp, b_eq=total,
                      method="highs")
        assert res.status == 0
        n = res.x
        left, right = min(n[0], n[1]) > 1e-7, min(n[2], n[3]) > 1e-7
        assert left != right
        pairs.add("MN + Si" if left else "MSi2 + Si3N4")
    assert len(pairs) == 1
    stable_pair[T] = pairs.pop()
assert [stable_pair[T] for T in (350.0, 800.0, 1400.0)] == [
    "MSi2 + Si3N4", "MN + Si", "MSi2 + Si3N4"]

# --- sensitivity of the switch temperatures to the enthalpy
entropy_at = [S0 + K * np.log(T / T0) for T in (T1, T2)]
up = switches(lambda T: g_definition(T, H0 + 1.0))
down = switches(lambda T: g_definition(T, H0 - 1.0))
for i in range(2):
    assert abs((up[i] - down[i]) / 2 * entropy_at[i] - 1) < 1e-3
H_plus = switches(lambda T: g_definition(T, H0 + 1000))
H_minus = switches(lambda T: g_definition(T, H0 - 1000))

# --- heat-capacity change with a slope: shifted zeros, and a third zero
slope = 0.005
b_plus = switches(lambda T: g_definition(T, cp=lambda t: K + slope * (t - T0)))
b_minus = switches(lambda T: g_definition(T, cp=lambda t: K - slope * (t - T0)))
roots = np.array([400.0, 800.0, 1200.0])
slope3 = 0.05
log_r = np.log(roots / T0)
basis = np.column_stack([np.ones(3), -roots, roots - T0 - roots * log_r])
slope_part = slope3 * ((roots - T0)**2 / 2 - roots * (roots - T0 - T0 * log_r))
h3, s3, k3 = np.linalg.solve(basis, -slope_part)


def cp3(t):
    return k3 + slope3 * (t - T0)


zeros3 = sign_changes(np.array([g_definition(T, h3, s3, cp3)
                                for T in np.linspace(301.3, 1597.7, 200)]))
assert zeros3 == 3 and cp3(400.0) * cp3(1200.0) < 0


# --- third-law model: Einstein oscillators plus a linear heat-capacity term
def s_osc(theta, T):
    x = theta / T
    return 3 * R * (x / np.expm1(x) - np.log1p(-np.exp(-x)))


def f_osc(theta, T):
    return 3 * R * T * np.log1p(-np.exp(-theta / T))


def c_osc(theta, T):
    x = theta / T
    return 3 * R * x**2 * np.exp(-x) / np.expm1(-x)**2


theta_r = 500.0


def linear_coefficient(theta_p):        # makes the entropy change 0 at Tstar
    return -ATOMS * (s_osc(theta_p, Tstar) - s_osc(theta_r, Tstar)) / Tstar


def ds_model(theta_p, T):
    return (ATOMS * (s_osc(theta_p, T) - s_osc(theta_r, T))
            + linear_coefficient(theta_p) * T)


theta_p = brentq(lambda th: ds_model(th, T0) - S0, 500.1, 700.0)
a_lin = linear_coefficient(theta_p)


def g_thermal(T):
    return ATOMS * (f_osc(theta_p, T) - f_osc(theta_r, T)) - a_lin * T**2 / 2


def cp_model(T):
    return ATOMS * (c_osc(theta_p, T) - c_osc(theta_r, T)) + a_lin * T


E0 = g_closed(T0) - g_thermal(T0)
grid = np.linspace(10.0, T_MELT, 3000)
assert sign_changes(E0 + g_thermal(grid)) == 2
assert cp_model(100.0) < 0 < cp_model(Tstar)
third_law = switches(lambda T: E0 + g_thermal(T))
# one-signed heat-capacity change down to low temperature: monotonic
warm = np.linspace(30.0, T_MELT, 2000)
assert np.all(c_osc(450.0, warm) - c_osc(theta_r, warm) > 0)
assert np.all(np.diff(f_osc(450.0, warm) - f_osc(theta_r, warm)) < 0)

# --- sizes of neglected effects
S_MELT = 30.0                           # rough melting entropy of Si, J/(mol K)
third = brentq(lambda T: g_definition(T) + 11 * S_MELT * (T - T_MELT),
               T_MELT, 1900.0)
mn_volume = 4 * 12e-6                   # m^3 of MN per mole of reaction
d_gamma = 0.5                           # J/m^2
t_film = d_gamma * mn_volume / dome * 1e9
stress_energy = 1e9 * 1e-6              # 1 GPa times 1 cm^3/mol
activity = np.exp(-dome / (4 * R * Tstar))
H_DISS, S_DISS = 740e3, 330.0           # rough, Si3N4 = 3 Si + 2 N2


def p_nitrogen(T):
    return (np.exp(-(H_DISS - T * S_DISS) / (2 * R * T))
            * const.bar / const.torr)


D0, E_ACT, TIME = 1e-3, 2.0, 3600.0     # cm^2/s, eV, s


def diffusion_length(T):
    kT = const.k * T / const.e
    return np.sqrt(D0 * np.exp(-E_ACT / kT) * TIME) * 1e7


print(f"T0 = {T0:.0f} K, H0 = {H0:.0f} J/mol")
print(f"S0 = {S0:.0f} J/(mol K), K = {K:.0f} J/(mol K)")
print(f"K / (3R per atom, {ATOMS} atoms) = {K/(3*R*ATOMS):.4f}")
print(f"h = H0 - K T0 = {H0-K*T0:.0f} J/mol")
print(f"Tstar = {Tstar:.2f} K, eta = {eta:.5f}")
print(f"x_low = {x_low:.5f}, x_high = {x_high:.5f}")
print(f"switches: T1 = {T1:.2f} K, T2 = {T2:.2f} K")
print(f"switches: {T1-const.zero_Celsius:.1f} C, {T2-const.zero_Celsius:.1f} C")
print(f"dome height G(Tstar) = {dome:.1f} J/mol")
print(f"dome height = {dome/(ATOMS*const.N_A*const.e)*1e3:.3f} meV/atom")
print(f"identric mean of T1, T2 = {identric:.2f} K")
print(f"dome height from T1, T2 = {dome_from_zeros:.1f} J/mol")
for T in (300.0, 350.0, 800.0, 1400.0, T_MELT):
    print(f"G({T:.0f} K) = {g_closed(T):.1f} J/mol", stable_pair.get(T, ""))
print(f"random cases with 0, 1, 2 zeros: {counts[0]}, {counts[1]}, {counts[2]}")
print(f"random cases with two switches in 300-1600 K: {two_in_window}")
print(f"entropy change at T1, T2: {entropy_at[0]:.3f}, {entropy_at[1]:.3f} J/(mol K)")
print(f"dT/dH0 at T1, T2: {1e3/entropy_at[0]:.1f}, {1e3/entropy_at[1]:.1f} K per kJ/mol")
print(f"H0 + 1 kJ/mol: switches {H_plus[0]:.1f}, {H_plus[1]:.1f} K")
print(f"H0 - 1 kJ/mol: switches {H_minus[0]:.1f}, {H_minus[1]:.1f} K")
print(f"H0 at which the zeros merge = {H_touch:.1f} J/mol")
print(f"H0 at which T1 reaches 300 K = {T0*S0:.1f} J/mol")
print(f"slope of heat-capacity change tried = +/-{slope} J/(mol K^2)")
print(f"positive slope: switches {b_plus[0]:.1f}, {b_plus[1]:.1f} K")
print(f"negative slope: switches {b_minus[0]:.1f}, {b_minus[1]:.1f} K")
print(f"three-zero case: zeros {roots[0]:.0f}, {roots[1]:.0f}, {roots[2]:.0f} K")
print(f"  H0 = {h3:.1f} J/mol, S0 = {s3:.3f} J/(mol K), slope {slope3} J/(mol K^2)")
print(f"  dCp(300, 400, 1200 K) = {k3:.2f}, {cp3(400.):.2f}, {cp3(1200.):.2f} J/(mol K)")
print(f"third-law model: theta reactants {theta_r:.0f} K, products {theta_p:.2f} K")
print(f"  linear term {a_lin:.5f} J/(mol K^2), E0 = {E0:.1f} J/mol")
print(f"  dCp at 100 K, 300 K = {cp_model(100.):.2f}, {cp_model(300.):.2f} J/(mol K)")
print(f"  dCp at Tstar, T2 = {cp_model(Tstar):.2f}, {cp_model(T2):.2f} J/(mol K)")
print(f"  switches {third_law[0]:.1f}, {third_law[1]:.1f} K")
print(f"silicon melting (rough): {T_MELT:.0f} K, {S_MELT:.0f} J/(mol K)")
print(f"  third switch after melting = {third:.1f} K")
print(f"MN volume {mn_volume*1e6:.0f} cm^3/mol, interface change {d_gamma} J/m^2")
print(f"  film thickness where it equals the dome = {t_film:.1f} nm")
print(f"1 GPa on a volume change of 1 cm^3/mol = {stress_energy:.0f} J/mol")
print(f"MSi2 activity that cancels the dome at Tstar = {activity:.4f}")
print(f"Si3N4 loss (rough): {H_DISS/1e3:.0f} kJ/mol, {S_DISS:.0f} J/(mol K)")
print(f"  N2 pressure at T1, T2 = {p_nitrogen(T1):.1e}, {p_nitrogen(T2):.1e} Torr")
print(f"diffusion: D0 {D0} cm^2/s, barrier {E_ACT} eV, time {TIME:.0f} s")
print(f"  length at T1, T2 = {diffusion_length(T1):.1e}, {diffusion_length(T2):.1e} nm")
print("all good")
```

It prints:

```
T0 = 300 K, H0 = -8000 J/mol
S0 = -20 J/(mol K), K = 20 J/(mol K)
K / (3R per atom, 19 atoms) = 0.0422
h = H0 - K T0 = -14000 J/mol
Tstar = 815.48 K, eta = 0.85839
x_low = 0.51748, x_high = 1.57755
switches: T1 = 421.99 K, T2 = 1286.47 K
switches: 148.8 C, 1013.3 C
dome height G(Tstar) = 2309.7 J/mol
dome height = 1.260 meV/atom
identric mean of T1, T2 = 815.48 K
dome height from T1, T2 = 2309.7 J/mol
G(300 K) = -2000.0 J/mol 
G(350 K) = -1079.1 J/mol MSi2 + Si3N4
G(800 K) = 2306.7 J/mol MN + Si
G(1400 K) = -1132.5 J/mol MSi2 + Si3N4
G(1690 K) = -4830.1 J/mol 
random cases with 0, 1, 2 zeros: 248, 202, 50
random cases with two switches in 300-1600 K: 15
entropy change at T1, T2: -13.176, 9.118 J/(mol K)
dT/dH0 at T1, T2: -75.9, 109.7 K per kJ/mol
H0 + 1 kJ/mol: switches 354.7, 1387.6 K
H0 - 1 kJ/mol: switches 511.3, 1163.5 K
H0 at which the zeros merge = -10309.7 J/mol
H0 at which T1 reaches 300 K = -6000.0 J/mol
slope of heat-capacity change tried = +/-0.005 J/(mol K^2)
positive slope: switches 422.3, 1184.9 K
negative slope: switches 421.7, 1439.3 K
three-zero case: zeros 400, 800, 1200 K
  H0 = 3978.4 J/mol, S0 = 10.761 J/(mol K), slope 0.05 J/(mol K^2)
  dCp(300, 400, 1200 K) = -23.22, -18.22, 21.78 J/(mol K)
third-law model: theta reactants 500 K, products 552.38 K
  linear term 0.05593 J/(mol K^2), E0 = -4690.4 J/mol
  dCp at 100 K, 300 K = -17.15, -1.15 J/(mol K)
  dCp at Tstar, T2 = 42.47, 70.66 J/(mol K)
  switches 402.4, 1209.0 K
silicon melting (rough): 1690 K, 30 J/(mol K)
  third switch after melting = 1705.3 K
MN volume 48 cm^3/mol, interface change 0.5 J/m^2
  film thickness where it equals the dome = 10.4 nm
1 GPa on a volume change of 1 cm^3/mol = 1000 J/mol
MSi2 activity that cancels the dome at Tstar = 0.9184
Si3N4 loss (rough): 740 kJ/mol, 330 J/(mol K)
  N2 pressure at T1, T2 = 5.0e-35, 3.0e-04 Torr
diffusion: D0 0.001 cm^2/s, barrier 2.0 eV, time 3600 s
  length at T1, T2 = 2.2e-05, 2.3e+03 nm
all good
```
